# Shot Noise of Sequential Tunnelling through a Single Oxide Trap

**The system.** An oxide layer between two metal electrodes contains one trap, which holds either no electron or one spinless electron. At high bias an electron enters from the cathode at rate \(a\) when the trap is empty, and leaves to the anode at rate \(b\) when it is full. Jumps in the opposite directions are neglected until part 5. Both rates are positive, constant in time and independent of the past. Currents are counted as positive magnitudes, and \(e>0\).

The one-sided noise density is

\[
S(\omega)=2\int_{-\infty}^{\infty}C(\tau)\cos\omega\tau\,d\tau ,
\]

where \(C(\tau)\) is the autocovariance of the current. The Fano factor is \(F=S(0)/(2eI)\), with \(I\) the mean current. Independent, random electron passages (a Poisson process) have \(F=1\).

## Part 1. Mean current

**Question.** Find the stationary occupation of the trap and the mean current.

**Answer.** Let \(p_0\) and \(p_1=1-p_0\) be the probabilities of an empty and a full trap. Filling needs an empty trap and emptying needs a full one, so

\[
\frac{dp_1}{dt}=a\,p_0-b\,p_1=a-(a+b)p_1 .
\]

In the stationary state \(p_1=a/(a+b)\). Electrons leave at the mean rate \(J=b\,p_1\), hence

\[
J=\frac{ab}{a+b},\qquad I=eJ .
\]

If one rate is much smaller than the other, \(J\) approaches the smaller rate.

## Part 2. From current noise to counting

**Question.** The ammeter responds to charge induced on the electrodes, and therefore to both jumps. Show that \(F\) can nevertheless be found by counting exits alone.

**Answer.** Let \(Q\) be the charge that flows through the external circuit in time \(t\). Its variance is the double time integral of the autocovariance:

\[
\mathrm{Var}\,Q=\int_{-t}^{t}(t-|\tau|)\,C(\tau)\,d\tau\;\to\; t\int_{-\infty}^{\infty}C(\tau)\,d\tau=\frac{t\,S(0)}{2}.
\]

The limit holds when \(t\) is much longer than the memory of the current.

Let the trap lie at a fraction \(\alpha\) of the oxide thickness from the cathode. For plane electrodes at fixed voltage and a uniform oxide, entry induces a charge \(\alpha e\) and exit induces \((1-\alpha)e\). Start with an empty trap, and let \(N\) be the number of exits and \(s=0\) or \(1\) the occupation at time \(t\). The number of entries is then \(N+s\), so

\[
\frac{Q}{e}=\alpha(N+s)+(1-\alpha)N=N+\alpha s .
\]

Therefore

\[
\frac{\mathrm{Var}\,Q}{e^2}=\mathrm{Var}\,N+2\alpha\,\mathrm{Cov}(N,s)+\alpha^2\,\mathrm{Var}\,s .
\]

The last term is bounded. The covariance is at most \(\sqrt{\mathrm{Var}\,N\,\mathrm{Var}\,s}\) in magnitude, which grows no faster than \(\sqrt t\) when \(\mathrm{Var}\,N\) grows as \(t\). After division by \(t\) both terms vanish at long times. With \(\langle N\rangle\to Jt\),

\[
F=\frac{S(0)}{2eI}=\lim_{t\to\infty}\frac{\mathrm{Var}\,Q}{e^2Jt}=\lim_{t\to\infty}\frac{\mathrm{Var}\,N}{\langle N\rangle}.
\]

The depth \(\alpha\) has dropped out, except through its influence on \(a\) and \(b\).

## Part 3. The Fano factor

**Question.** Calculate \(F\) for arbitrary \(a\) and \(b\). Then find its value for equal rates and its range.

**Answer.** Let \(p_s(n,t)\) be the probability that \(n\) electrons have left and the occupation is \(s\). Define \(G_s(\chi,t)=\sum_n e^{\chi n}p_s(n,t)\). Each exit raises \(n\) by one and so contributes a factor \(e^\chi\):

\[
\dot G_0=-a\,G_0+b\,e^{\chi}G_1,\qquad \dot G_1=a\,G_0-b\,G_1 .
\]

Solutions proportional to \(e^{\lambda t}\) require \((\lambda+a)(\lambda+b)=ab\,e^\chi\), or

\[
\lambda^2+(a+b)\lambda=ab\,(e^\chi-1).
\]

At \(\chi=0\) the roots are \(0\) and \(-(a+b)\). The second gives a decaying transient. At long times the first root governs the sum

\[
\langle e^{\chi N}\rangle=G_0+G_1\simeq c(\chi)\,e^{\lambda(\chi)t},\qquad \lambda(0)=0 .
\]

The first and second derivatives of \(\ln\langle e^{\chi N}\rangle\) at \(\chi=0\) are the mean and the variance of \(N\). The prefactor \(c\) adds constants to them, so their growth rates are \(\lambda'(0)\) and \(\lambda''(0)\). Differentiating the equation for \(\lambda\) once and twice gives

\[
(2\lambda+a+b)\lambda'=ab\,e^\chi,\qquad 2\lambda'^2+(2\lambda+a+b)\lambda''=ab\,e^\chi .
\]

At \(\chi=0\),

\[
\lambda'=\frac{ab}{a+b}=J,\qquad \lambda''=\frac{ab-2J^2}{a+b}=J-\frac{2J^2}{a+b}.
\]

Division by \(J\) gives

\[
F=1-\frac{2J}{a+b}=1-\frac{2ab}{(a+b)^2}=\frac{a^2+b^2}{(a+b)^2}.
\]

Since \(a^2+b^2=\tfrac12[(a+b)^2+(a-b)^2]\), this is also

\[
\boxed{F=\frac12\left[1+\left(\frac{a-b}{a+b}\right)^2\right]}
\]

For \(a=b\) the square vanishes and \(F=\tfrac12\). The square is never negative, so this is the minimum. For finite positive rates \(2ab>0\), so \(F<1\). When \(a\ll b\), \(F\simeq1-2a/b\): the rare entries set the flow, and each electron leaves almost at once. The same holds with \(a\) and \(b\) exchanged.

As a numerical check, the full distribution of \(n\) and \(s\) was evolved for \(a=1\), \(b=3\) and \(\alpha=0.3\). The long-time growth of the variance of \(N+\alpha s\), divided by the growth of its mean, was \(0.625\). The formula gives \((1+9)/16=0.625\).

## Part 4. Waiting times

**Question.** Obtain the same result from the times between successive exits, and explain why equal rates make the flow most regular.

**Answer.** Each exit leaves the trap empty, so the history restarts there and the intervals between exits are independent. An interval is a wait for entry followed by a wait for exit. An exponential wait at rate \(a\) has mean \(1/a\) and mean square \(2/a^2\), hence variance \(1/a^2\). The two waits are independent, so means and variances add:

\[
\mu=\frac1a+\frac1b=\frac{a+b}{ab},\qquad \sigma^2=\frac1{a^2}+\frac1{b^2}=\frac{a^2+b^2}{a^2b^2}.
\]

In a long time \(t\) about \(t/\mu\) electrons pass. The time taken by that many intervals has variance \((t/\mu)\sigma^2\). A timing error \(\delta t\) changes the count by \(\delta t/\mu\) in magnitude, so to leading order in \(t\)

\[
\mathrm{Var}\,N\simeq\frac{t}{\mu}\,\frac{\sigma^2}{\mu^2},\qquad F=\frac{\sigma^2}{\mu^2}=\frac{a^2+b^2}{(a+b)^2}.
\]

The full trap blocks the next electron, which makes short intervals between exits unlikely. If one wait is much longer than the other, the interval is nearly a single exponential, with \(\sigma=\mu\). Two equal waits average their randomness best: \(\sigma^2=2/a^2\) and \(\mu^2=4/a^2\), whose ratio is one half.

## Part 5. When do "zero frequency" and "high bias" apply?

**Question.** Find the noise spectrum of the counted exits. Then find how return jumps change \(F\).

**Answer.** *Frequency.* After an exit the trap is empty, and the equation of part 1 gives \(p_1(\tau)=\frac{a}{a+b}(1-e^{-(a+b)\tau})\). The rate of a further exit is therefore \(h(\tau)=J(1-e^{-(a+b)\tau})\). A train of charge pulses has autocovariance \(e^2J[\delta(\tau)+h(|\tau|)-J]\), so

\[
\frac{S_{\rm exit}(\omega)}{2eI}=1+2\int_0^\infty[h(\tau)-J]\cos\omega\tau\,d\tau
=1-\frac{2ab}{(a+b)^2+\omega^2}.
\]

The integral used \(J(a+b)=ab\). For the counted exits the zero-frequency value needs \(\omega\ll a+b\). At higher frequency the ammeter current has a different spectrum, because the entry pulses then matter. With pulses of charge \(\alpha e\) and \((1-\alpha)e\) the result, quoted without derivation, is \(1-[2ab+2\alpha(1-\alpha)\omega^2]/[(a+b)^2+\omega^2]\). For \(a=b\) and \(\alpha=\tfrac12\) this equals one half at every frequency.

*Bias.* Let \(a'\) be the return rate from trap to cathode and \(b'\) the rate from anode to trap. Count an electron arriving from the anode as \(-1\). Then

\[
\dot G_0=-(a+b')G_0+(be^\chi+a')G_1,\qquad
\dot G_1=(a+b'e^{-\chi})G_0-(b+a')G_1 .
\]

Write \(P=ab\), \(Q_r=a'b'\) and \(\Sigma=a+b+a'+b'\). In the determinant the terms \(aa'\) and \(bb'\) cancel, leaving

\[
\lambda^2+\Sigma\lambda=P(e^\chi-1)+Q_r(e^{-\chi}-1).
\]

Two derivatives at \(\chi=0\) give \(\Sigma\lambda'=P-Q_r\) and \(2\lambda'^2+\Sigma\lambda''=P+Q_r\), so

\[
F=\frac{\lambda''}{\lambda'}=\frac{P+Q_r}{P-Q_r}-\frac{2(P-Q_r)}{\Sigma^2}.
\]

Detailed balance with each electrode fixes the return rates. If the trap level lies an energy \(\Delta\) below the cathode Fermi level and \(\Delta\) above that of the anode, then \(a'/a=b'/b=r=e^{-\Delta/kT}\). For \(a=b\) and small \(r\),

\[
F=\frac{1+r^2}{1-r^2}-\frac{1-r}{2(1+r)}\simeq\frac12+r .
\]

For comparable rates, high bias thus means \(\Delta\gg kT\) on both sides. For very unequal rates this is more than is needed: with \(b=100a\) and \(b'=0\), a return rate \(a'=a\) changes \(F\) by less than 0.001. As \(P\) approaches \(Q_r\) the current vanishes while thermal noise remains, and \(F\) diverges.

## Part 6. A hafnium-oxide cell

**Question.** A cell has 6 nm of hafnium oxide, an area of 10 nm × 10 nm, a bias of 1.5 V and a temperature of 358 K. Take \(a=b=10^4\ \mathrm{s^{-1}}\). Find the current and its noise, and estimate the effect of moving the trap.

**Answer.** The exit rate is \(J=10^8/(2\times10^4)=5000\ \mathrm{s^{-1}}\), so \(I=eJ=0.801\) fA. With \(F=\tfrac12\),

\[
S(0)=2eIF=1.28\times10^{-34}\ \mathrm{A^2/Hz}.
\]

The interval between exits has mean 200 µs and standard deviation 141 µs. In one second the count is \(5000\pm\sqrt{5000/2}=5000\pm50\); a Poisson flow of the same mean would have a spread of 71. The noise of the counted exits rises 1 % above its zero-frequency value at 320 Hz. The ammeter noise does not show this rise if the trap lies near the middle of the oxide: it is flat for \(\alpha=\tfrac12\), and for \(\alpha=0.45\) it approaches only 0.505 at high frequency.

For the position, take a barrier of 2 eV at the trap level and a tunnelling mass of 0.2 electron masses, and neglect the tilt of the barrier. The decay constant is \(\kappa=\sqrt{2m\phi}/\hbar=3.24\ \mathrm{nm^{-1}}\). An attempt rate of \(10^{13}\ \mathrm{s^{-1}}\) times \(e^{-2\kappa(3\,\mathrm{nm})}\) gives \(3.6\times10^4\ \mathrm{s^{-1}}\), within a factor of four of the chosen rates.

A shift \(\delta\) towards the cathode, at fixed thickness and bias, multiplies \(a\) by \(e^{2\kappa\delta}\) and \(b\) by \(e^{-2\kappa\delta}\). Hence \((a-b)/(a+b)=\tanh2\kappa\delta\) and

\[
F=\tfrac12\left[1+\tanh^2(2\kappa\delta)\right].
\]

For \(\delta=0.1\) nm this is 0.66, and for 0.3 nm it is 0.96. In this estimate, \(F\) stays below 0.55 only if the trap sits within about 0.05 nm, half an ångström, of the balanced position. Without the tilt that position is the middle of the oxide. The tilt at 1.5 V moves it about 0.3 nm towards the cathode, but hardly changes the sensitivity to a shift.

## Part 7. What the model leaves out

**Question.** Estimate how return jumps, direct tunnelling, spin and a slowly switching neighbouring trap change \(F=\tfrac12\) in this cell.

**Answer.** *Return jumps.* With the level midway between the Fermi levels, \(\Delta=0.75\) eV and \(kT=0.0309\) eV. Then \(r=2.8\times10^{-11}\), which is negligible. Even \(\Delta=0.164\) eV on both sides, which means a bias of only 0.33 V, would give \(F=0.505\) for \(a=b\).

*Direct tunnelling.* Electrons may cross the whole oxide without using the trap. Measure energies from the cathode Fermi level. For free-electron electrodes, and a transmission that depends only on the energy of motion across the layer, summing the flux over transverse momentum gives

\[
j=\frac{4\pi m_e e}{h^3}\int T(E)\,kT\ln\frac{1+e^{-E/kT}}{1+e^{-(E+eV)/kT}}\,dE ,
\]

where \(E\) is the energy of motion across the layer and \(T(E)=\exp(-2\int\kappa\,dx)\) is the semiclassical transmission. With a barrier falling linearly from 2 eV to 0.5 eV, the current through the cell area is \(I_d=0.010\) fA. This is a rough estimate. If the oxide mass of 0.2 also applies to motion along the layer, conservation of transverse momentum makes the current about five times smaller. Matching of the electron waves at sharp interfaces, which the semiclassical \(T(E)\) leaves out, can make it a few times larger. Assume that the charge of a trapped electron does not affect direct tunnelling. The two noises are then independent and add, and that of direct tunnelling is Poissonian:

\[
F_{\rm tot}=\frac{FI+I_d}{I+I_d}=\frac{0.5\times0.801+0.010}{0.801+0.010}=0.506 .
\]

This value is very sensitive to the rough inputs. The image force, with an optical permittivity of 4, makes \(I_d\) about ten times larger. With the trap rates held fixed, a barrier of 1.8 eV gives \(I_d=0.14\) fA and \(F_{\rm tot}=0.57\), and a mass of 0.15 gives \(I_d=0.74\) fA and \(F_{\rm tot}=0.74\). Direct tunnelling is therefore small for the chosen inputs, but need not be in a real cell.

*Spin.* If repulsion forbids a second electron, either spin may enter an empty trap, and \(a\) becomes \(2a\). Then \(F=(4+1)/9=0.556\). If a second electron enters freely, the two spins are independent channels; noise and current both double, and \(F\) stays at one half.

*A slow neighbour.* Suppose a nearby trap changes charge at rate \(\gamma\) each way and thereby multiplies both \(a\) and \(b\) by \(1+\eta\), with \(\eta=\pm\varepsilon\). This is the original process run by a clock of variable speed. The correlation of \(\eta\) is \(\varepsilon^2e^{-2\gamma|\tau|}\), so the clock reading after time \(t\) has mean \(t\) and variance \(\varepsilon^2t/\gamma\) at long times. The variance of the count is the mean of its variance at given clock reading, plus the variance of its mean:

\[
\mathrm{Var}\,N\simeq FJt+J^2\frac{\varepsilon^2t}{\gamma},\qquad
F_{\rm tot}=F+\frac{\varepsilon^2J}{\gamma}.
\]

For \(\varepsilon=0.05\) and \(\gamma=10\ \mathrm{s^{-1}}\), both chosen for illustration, \(F_{\rm tot}=0.5+0.0025\times5000/10=1.75\). At zero frequency a 5 % modulation is enough to hide the regularity of the single trap, because it persists while many electrons pass. This value needs \(\omega\ll2\gamma\). At higher frequencies the excess falls by the factor \(1/[1+(\omega/2\gamma)^2]\), and near 100 Hz the noise divided by \(2eI\) is again close to one half.

**The real case.** The barrier, mass and thickness are rough typical values for hafnium-oxide memory cells. The field of 2.5 MV/cm is half of a rough breakdown field of 5 MV/cm. The current is far below the read current of a cell with a formed conducting filament, so the example describes an unformed oxide with one active trap. Its noise would also be hard to measure directly: a \(10^{12}\ \Omega\) resistor at the same temperature has thermal noise \(4kT/R\) about 154 times larger. The assumption of constant rates needs care, since slow charge motion nearby can carry \(F\) above one if it is strong and slow enough, as the last estimate in part 7 shows. The lattice also relaxes around a trapped electron. This alters the rates and the balanced position, by amounts not calculated here. The counting law survives if the lattice settles much faster than the electron jumps. The numerical output lists the values used.

## Table of computed values

```
entry rate a = 1e+04 1/s, exit rate b = 1e+04 1/s
oxide thickness = 6.0 nm, side = 10.0 nm
bias = 1.50 V, temperature = 358.15 K
barrier and trap depth = 2.00 eV
tunnelling mass = 0.20 electron masses
thermal energy kT = 0.0309 eV
field = 2.50 MV/cm
rough breakdown field (input) = 5.0 MV/cm
field / breakdown field = 0.50
electrons per second = 5000.0 1/s
current = 0.8011 fA
Fano factor F = 0.500000
noise density S(0) = 1.2835e-34 A^2/Hz
root noise density = 11.329 aA/sqrt(Hz)
mean time between exits = 200.00 us
its standard deviation = 141.42 us
count spread in 1 s, trap = 50.00 electrons
count spread in 1 s, Poisson = 70.71 electrons
exit noise 1 % above S(0) at f = 319.9 Hz
test case a=1, b=3: F formula = 0.625000
test case a=1, b=3: F counted = 0.625000
decay constant kappa = 3.240 1/nm
attempt rate (input) = 1.0e+13 1/s
estimated mid-oxide rate = 3.60e+04 1/s
trap 0.1 nm nearer cathode: a = 1.912e+04 1/s, b = 5.231e+03 1/s, F = 0.6626
trap 0.3 nm nearer cathode: a = 6.987e+04 1/s, b = 1.431e+03 1/s, F = 0.9607
trap level to each Fermi level = 0.750 eV
return/forward rate ratio = 2.79e-11
offset for ratio 0.005 = 0.164 eV, F = 0.5050
direct current density = 1.02e-05 A/cm2
direct current = 0.01023 fA
direct / trap current = 0.0128
F with direct current = 0.5063
F with spin, one electron at most = 0.5556
F with spin, free double occupation = 0.5000
neighbour: rate change = +-5 %, switching = 10 1/s each way
F with slow neighbour = 1.7500
measuring resistor (input) = 1.0e+12 ohm
its thermal noise = 1.978e-32 A^2/Hz
thermal noise / trap noise = 154.1
```
